Lowest Level of a Graphene Disc with an Infinite-Mass Boundary

**Question**

An electron in one valley of monolayer graphene is described by the two-component Hamiltonian

H = ħv (σ_x k̂_x + σ_y k̂_y) + M(r) σ_z,  k̂ = −i∇.

The two components belong to the two sublattices. The mass term M is zero for r < R and has a constant positive value for r > R. Spin, electron-electron interaction and coupling between valleys are left out. Use polar coordinates (r, φ) and the notation k = E/(ħv), μ = M/(ħv).

(a) With ψ₁ = e^{imφ} a(r) and ψ₂ = i e^{i(m+1)φ} b(r), m an integer, derive the radial equations and solve them inside the disc.

(b) Solve them outside for |E| < M, let M → ∞, and find the boundary condition at r = R. Show that no current crosses the rim.

(c) Find the conditions for positive and negative energies. Is there a state at E = 0?

(d) Prove which m gives the lowest positive level, and compute that level for R = 20 nm and v = 10⁶ m/s.

(e) Find the leading correction when M is large but finite. Evaluate it for M = 1 eV and M = 0.1 eV.

(f) Which neglected effects matter for a real graphene disc of this size?

**Answer to (a)**

From ∂_x = cos φ ∂_r − (sin φ/r) ∂_φ and ∂_y = sin φ ∂_r + (cos φ/r) ∂_φ,

k̂_x ∓ i k̂_y = −i e^{∓iφ} [∂_r ∓ (i/r) ∂_φ].

The upper sign acts on ψ₂ in the first row of Hψ = Eψ. The angular derivative gives i(m+1), and −i · i = 1, so

(k̂_x − i k̂_y) ψ₂ = e^{imφ} [b′ + (m+1)b/r].

In the second row,

(k̂_x + i k̂_y) ψ₁ = −i e^{i(m+1)φ} [a′ − ma/r].

Dividing the two rows by ħv and by their common phases gives

b′ + (m+1)b/r = (k − μ) a,
−a′ + ma/r = (k + μ) b.

Inside, μ = 0. For k ≠ 0 the second equation gives b = (−a′ + ma/r)/k. Put this into the first and multiply by k:

−a″ + ma′/r − ma/r² − (m+1)a′/r + m(m+1)a/r² = k²a.

The first-derivative terms add to −a′/r and the 1/r² terms to m²a/r², so

a″ + a′/r + (k² − m²/r²) a = 0.

This is Bessel's equation. The solution regular at the origin is a = J_m(|k|r). The identity J_m′(z) = mJ_m(z)/z − J_{m+1}(z) gives −a′ + ma/r = |k| J_{m+1}(|k|r). Division by k leaves

a = J_m(|k|r),  b = sgn(k) J_{m+1}(|k|r).

**Answer to (b)**

Outside, the same elimination replaces k² by (k − μ)(k + μ) = −κ², with κ = √(μ² − k²). The decaying solution is a = K_m(κr). Since K_m′(z) = mK_m(z)/z − K_{m+1}(z), the second radial equation gives

b = κ K_{m+1}(κr)/(μ + k).

For finite M the radial equations are of first order with a finite jump in their coefficients. Integrating them across a vanishing interval at R shows that a and b are both continuous. Hence

b(R)/a(R) = [κ/(μ + k)] K_{m+1}(κR)/K_m(κR).

Now let μ → ∞ at fixed k. The first factor equals √((μ − k)/(μ + k)) and tends to 1. The ratio of K functions also tends to 1, because their leading large-argument form does not depend on the order. The condition is

a(R) = b(R), or ψ₂ = i e^{iφ} ψ₁ at r = R.

The components do not vanish at the rim. Requiring both to vanish would be too much for a first-order equation: a and b would then be zero throughout the disc.

The radial current density is v ψ†(σ_x cos φ + σ_y sin φ)ψ = 2v Re(ψ₁* e^{−iφ} ψ₂). At the rim this is 2v Re(i|ψ₁|²) = 0. The result holds for superpositions of different m too, since the boundary condition has the same form for each m.

The tangential current density is 2v Re(−i e^{−iφ} ψ₁*ψ₂) = 2v|ψ₁|². The density there is |ψ₁|² + |ψ₂|² = 2|ψ₁|², so the tangential current is v times the density. Its direction is fixed by the valley and the sign of M.

**Answer to (c)**

Insert the interior solution into a(R) = b(R):

E > 0: J_m(kR) = J_{m+1}(kR),
E < 0: J_m(|k|R) = −J_{m+1}(|k|R).

At k = 0 the interior equations read (r^{m+1}b)′ = 0 and (r^{−m}a)′ = 0, so b ∝ r^{−m−1} and a ∝ r^m. Regularity allows a ≠ 0 for m ≥ 0 and b ≠ 0 for m ≤ −1, never both for the same m. The condition a(R) = b(R) then makes the whole spinor zero. There is no state at E = 0.

The levels at fixed m are not symmetric about zero, but the complete spectrum is. Write the positive-energy condition for −m−1 in place of m, and use J_{−n} = (−1)^n J_n:

(−1)^{m+1} J_{m+1} = (−1)^m J_m, hence J_m = −J_{m+1}.

This is the negative-energy condition for m. Each level E of −m−1 therefore has a partner −E at m.

If M → −∞ outside, κ/(μ + k) tends to −1 and the rim condition becomes a = −b. The two quantization conditions change places, which by the same identity relabels m and leaves the list of energies unchanged.

**Answer to (d)**

Let x = kR > 0. For m ≥ 0 define u_m(x) = J_{m+1}(x)/J_m(x); a level requires u_m = 1. With a = J_m and b = J_{m+1}, the interior equations in the variable x are a′ = ma/x − b and b′ = a − (m+1)b/x. Therefore

u_m′ = b′/a − ba′/a² = 1 + u_m² − (2m+1)u_m/x.

Near the origin J_m ≈ (x/2)^m/m!, so u_m ≈ x/(2m+2). It starts positive and cannot return to zero before the first zero of J_m, because u_m′ = 1 wherever u_m = 0.

Take n > m ≥ 0. Near the origin u_n < u_m. Suppose the two curves first met at some x, at a common value u > 0. There

u_m′ − u_n′ = 2(n − m)u/x > 0.

But a positive difference that falls to zero cannot have a positive slope at that point. So u_n stays below u_m until u_m diverges, and it reaches 1 later. Among m ≥ 0, the lowest level has m = 0.

For negative m write m = −n−1 with n ≥ 0. The condition becomes u_n = −1. Since u_n is positive up to the first zero of J_n, the root lies beyond that zero. By the ordering just proved, this zero is not earlier than the first zero of J₀, at x = 2.405. But u₀ rises from 0 and diverges at 2.405, so it passes 1 before that point. The lowest positive level of all therefore has m = 0 and satisfies

J₀(x₀) = J₁(x₀).

Numerical root finding gives x₀ = 1.434696, where both functions equal 0.547946. For the given velocity ħv = 0.65821 eV nm, so

ħv/R = 0.65821 eV nm / 20 nm = 32.911 meV,
E = 1.434696 × 32.911 meV = 47.2 meV.

The wave number is x₀/R = 0.0717 nm⁻¹. The highest negative level is at −47.2 meV, so the gap between them is 94.4 meV.

The first positive level for several m, from the same root finding, is:

m = 0: x = 1.435, E = 47.2 meV
m = 1: x = 2.630, E = 86.6 meV
m = −1: x = 3.113, E = 102.4 meV
m = 2: x = 3.769, E = 124.0 meV
m = −2: x = 4.478, E = 147.4 meV

The states m and −m−1 have opposite total angular momentum, ±(m + ½)ħ, yet their levels differ. The antiunitary operation iσ_y K, with K complex conjugation, exchanges m and −m−1. It leaves σ_x k̂_x + σ_y k̂_y unchanged but reverses the sign of σ_z, so the mass term breaks this symmetry within one valley. The physical time reversal takes the state to the other valley. For a staggered sublattice potential the other valley has the same energies, so without valley mixing or spin-orbit coupling each level found here occurs once per valley and per spin.

At the centre the m = 0 density is J₀(0)² + J₁(0)² = 1 in the normalization used. At the rim it is 2 × 0.547946² = 0.60. The confined electron keeps a considerable density at the edge, which makes its energy sensitive to the edge.

At fixed v the energy varies as 1/R, because the dispersion is linear. A particle with a parabolic band in a hard-walled disc would have a confinement energy proportional to 1/R².

**Answer to (e)**

Let y = μR = MR/(ħv) ≫ 1. For large z,

K_ν(z) ≈ √(π/2z) e^{−z} [1 + (4ν² − 1)/(8z)].

Since 4(m+1)² − 4m² = 4(2m+1), the ratio K_{m+1}/K_m is 1 + (2m+1)/(2z) to first order. At this order z = κR may be replaced by y. The other factor is √((μ − k)/(μ + k)) ≈ 1 − k/μ = 1 − x/y. The matching condition becomes

u_m(x) = 1 − (x − m − ½)/y.

Let x_m be the root for infinite mass and x = x_m + δ. At u_m = 1,

u_m′(x_m) = 2 − (2m+1)/x_m = 2(x_m − m − ½)/x_m.

To first order in 1/y,

2(x_m − m − ½) δ/x_m = −(x_m − m − ½)/y.

The bracket is nonzero for the lowest level, where it equals 0.93. It cancels, and

δ/x_m = −1/(2y) = −ħv/(2MR).

To the same order the level is

E ≈ ħv x₀/(R + ħv/(2M)).

The disc behaves as if its radius were larger by ħv/(2M). This is also the leading decay length of the density outside, since that density falls as e^{−2κr} with κ ≈ M/(ħv).

For M = 1 eV the added length is 0.329 nm, and

E ≈ 47.217 meV × 20/20.329 = 46.45 meV.

Solving the full matching condition numerically also gives 46.45 meV, 1.6% below the infinite-mass value.

For M = 0.1 eV the added length is 3.291 nm. The estimate is 40.5 meV and the full condition gives 40.2 meV, 15% below the infinite-mass value. Here y is about 3, and higher orders begin to show. The expansion fails when MR is no longer large compared with ħv.

**Answer to (f)**

The velocity 10⁶ m/s is a rough typical value for graphene, and a radius of tens of nanometres is a realistic size for a graphene dot. The form of the edge is a strong assumption. The masses of 0.1 and 1 eV used above are model parameters, not measured properties of a graphene edge.

Suppose the rim condition were instead a(R) = 0, the continuum condition of a straight zigzag edge, on which one sublattice amplitude vanishes. Applied around a whole circle it is only a model: a circle cut from the lattice ends on both sublattices, with the majority alternating every 60°. Then nonzero energies satisfy J_m(|k|R) = 0. The first has x = 2.405, or 79.1 meV, 1.7 times the infinite-mass result at the same radius and velocity. There are also zero-energy states with a = 0 and b ∝ r^{−m−1} for m ≤ −1. A real etched edge is generally irregular and can mix the valleys, so neither number should be assigned to an arbitrary flake.

Valley mixing by a mass barrier can be examined on the lattice. Take a nearest-neighbour honeycomb model with lattice constant a_L = 0.246 nm and hopping t = 2ħv/(√3 a_L) = 3.09 eV. Put a staggered potential ±0.5 eV on the two sublattices outside a disc of radius 10 nm centred on a hexagon, and end the lattice at 14.5 nm. Numerical diagonalization gives the four lowest positive levels, for one spin, as 88.39, 88.39, 161.62 and 161.68 meV. The finite-mass condition of part (e), solved for the same radius and mass, gives 88.49 meV for m = 0 and 161.88 meV for m = 1, each once per valley. The agreement is within 0.2% at this radius; ending the lattice at 17.5 nm instead moves the levels by up to 0.02 meV. The exact pairing of the two lowest levels is, however, enforced by symmetry. Under a 120° rotation about the hexagon centre the two states have eigenvalues e^{±2πi/3}, so they cannot mix, and time reversal makes their energies equal. If the same disc is centred on an atom of the sublattice with +0.5 eV, both states have rotation eigenvalue 1, they can mix, and they split into 88.41 and 88.87 meV. The splitting depends on how the rim cuts the lattice: at a radius of 9.9 nm the same centring gives 88.46 and 90.07 meV, against a single-valley value of 89.33 meV. Valley mixing is thus weak but not absent, and in these examples the single-valley treatment gives the lowest levels to about 1%. This says nothing about an etched edge.

The curvature and warping of the bands are small. At the wave number 0.0717 nm⁻¹, the energy of the same lattice model departs from ħvk by at most 0.26%, depending on direction.

Interaction is not small. To estimate it, treat the dot as a conducting disc with charge density

s(r) = Q/[2πR √(R² − r²)],

whose integral over the disc is Q. To find the potential at a point of the disc, use polar coordinates centred on that point. The area element cancels the 1/distance of the Coulomb law, leaving integrals of s along chords through the point. On a chord of half-length L, R² − r² = L² − t², where t is measured from the chord's midpoint, and ∫dt/√(L² − t²) = π. The chord directions span an angle π, so

V = [1/(4πε₀ε_r)] · [Q/(2πR)] · π · π = Q/(8ε₀ε_r R).

This is the same at every point, as a conductor requires, and the capacitance is C = 8ε₀ε_r R. With ε_r = 2.5, a rough mean for an oxide substrate below and vacuum above, e²/C = 45 meV. A conductor's charge takes the arrangement of lowest Coulomb energy, so this is a lower bound on the direct repulsion at this ε_r for charge confined to r < R. For two electrons with the infinite-mass m = 0 density found above, that repulsion is about 51 meV; for M = 0.1 eV the density spreads beyond R and it falls to about 42 meV. The value ε_r = 2.5 leaves out screening by graphene's own electrons. In bulk graphene the random-phase result raises it to ε_r + πe²/(8πε₀ħv) ≈ 5.9, which would reduce 51 meV to about 21 meV. All these values are comparable with the level itself, so the energy needed to add an electron cannot be read from the single-particle spectrum alone. A nearby metal gate would increase the capacitance and reduce this energy.

Temperature decides whether the levels can be resolved. The separation of the m = 0 and m = 1 levels is 39.3 meV. The thermal energy is 0.34 meV at 4 K and 25.9 meV at 300 K. Thermal smearing is thus negligible on this scale at 4 K but comparable with the separation at room temperature.

The value 47.2 meV is therefore the single-particle level for a strong mass barrier. For a real disc, the edge structure and the charging energy must be known before it can be compared with a measured energy.
